# Effective force constants as Gaussian averages from the Gibbs-Bogoliubov bound

## What fails without averaging

Consider a heavy guest atom in an oversized cage, with potential curvature \(-0.12\ \mathrm{eV/Å^2}\) along \(x\) at the cage centre. The harmonic approximation there has \(\omega^2<0\), so it has no thermal state, no free energy and no mean square displacement. Expanding about an off-centre minimum does not help at room temperature. In the example below the minimum lies 1.2 meV under the centre, while \(kT\) is 26 meV, so the atom roams far beyond the region where that expansion holds.

A curvature at one point is the wrong quantity for an atom that explores a region. The variational principle supplies the right one within harmonic trial states: the curvature averaged over the region that the trial state occupies. I start with one coordinate.

## The bound

Let \(H=T+V\), with kinetic energy \(T\) and a smooth, confining potential \(V\) that grows at most polynomially. Let \(H_0=T+V_0\) be a trial Hamiltonian, \(\beta=1/kT\), and

\[
\rho=e^{\beta(F-H)},\qquad \rho_0=e^{\beta(F_0-H_0)}
\]

the two normalized thermal states. Write their eigenvalues as \(q_m\) and \(p_n\), and the squared overlaps of their eigenvectors as \(P_{nm}\). Each row and column of \(P\) sums to one. Since \(\ln t\ge 1-1/t\),

\[
\mathrm{Tr}\,\rho_0(\ln\rho_0-\ln\rho)=\sum_{nm}P_{nm}\,p_n\ln\frac{p_n}{q_m}\ \ge\ \sum_{nm}P_{nm}(p_n-q_m)=1-1=0 .
\]

Inserting the logarithms, the left side is \(\beta(F_0-F+\langle H-H_0\rangle_0)\). The kinetic energies cancel in \(H-H_0\), which leaves

\[
F\le\mathcal F\equiv F_0+\langle V-V_0\rangle_0 .
\]

The excess \(\mathcal F-F\) is \(kT\) times the relative entropy of the two states, so it measures how badly the trial state imitates the true one.

## One coordinate

Take \(V_0=\tfrac12K(x-R)^2\) with \(K>0\), \(\omega=\sqrt{K/m}\) and \(\theta=\beta\hbar\omega\). The shape of the thermal position density is needed first. Write \(x-R=\ell(a+a^\dagger)\), \(\ell^2=\hbar/2m\omega\), \(X=e^{i\kappa(a+a^\dagger)}\) and \(G(\kappa)=\langle X\rangle_0\). From \(\rho_0a^\dagger=e^{-\theta}a^\dagger\rho_0\), the cyclic trace and \([X,a^\dagger]=i\kappa X\),

\[
\langle a^\dagger X\rangle=e^{-\theta}\langle Xa^\dagger\rangle=e^{-\theta}\left(\langle a^\dagger X\rangle+i\kappa G\right)
\ \Rightarrow\ \langle a^\dagger X\rangle=i\kappa nG,
\]

with \(n=1/(e^\theta-1)\). Likewise \(\rho_0a=e^{\theta}a\rho_0\) and \([X,a]=-i\kappa X\) give \(\langle aX\rangle=i\kappa(n+1)G\). Therefore

\[
\frac{dG}{d\kappa}=i\langle(a+a^\dagger)X\rangle=-\kappa(2n+1)G,\qquad G=e^{-\kappa^2(2n+1)/2}.
\]

This is the characteristic function of a Gaussian. The position density is Gaussian at every temperature, with variance

\[
C(K)=\ell^2(2n+1)=\frac{\hbar}{2m\omega}\coth\frac{\hbar\omega}{2kT}.
\]

Both factors are positive and fall as \(\omega\) rises, so \(C'(K)<0\).

The trial functional is now

\[
\mathcal F(R,K)=F_0(K)-\tfrac12KC(K)+\langle V\rangle_{R,C},\qquad F_0=kT\ln\left(2\sinh\frac{\hbar\omega}{2kT}\right).
\]

Two derivatives are needed. The first is

\[
\frac{dF_0}{dK}=\frac{\hbar}{2}\coth\frac{\hbar\omega}{2kT}\cdot\frac{1}{2m\omega}=\frac C2 .
\]

For the second, write the density as

\[
p(x)=\int\frac{dk}{2\pi}\,e^{-ik(x-R)-k^2C/2}.
\]

Differentiation under the integral gives \(\partial_Rp=-\partial_xp\) and \(\partial_Cp=\tfrac12\partial_x^2p\). Integrating by parts, with boundary terms killed by the Gaussian tail,

\[
\frac{\partial\langle V\rangle}{\partial R}=\langle V'\rangle,\qquad
\frac{\partial\langle V\rangle}{\partial C}=\tfrac12\langle V''\rangle .
\]

Collecting terms,

\[
\frac{\partial\mathcal F}{\partial K}=\frac C2-\frac C2-\frac K2C'+\frac12\langle V''\rangle C'=\tfrac12\left(\langle V''\rangle-K\right)C' .
\]

The explicit dependence on \(K\) has cancelled, and what remains acts through the width of the density. Because \(C'\neq0\), a minimum requires

\[
\langle V'\rangle=0,\qquad K=\langle V''\rangle .
\]

**Limits.** For \(V=\tfrac12kx^2\) the average is \(k\) whatever the width, and the bound becomes an equality. For \(V=\tfrac12ax^2+\tfrac14bx^4\) with \(b>0\), the symmetric solution \(R=0\) obeys \(K=a+3bC\). Classically \(C=kT/K\), so \(K^2-aK-3bkT=0\) and

\[
K=\tfrac12\left(a+\sqrt{a^2+12bkT}\right)>0,
\]

even for \(a<0\). The trial density reaches the steep walls, which makes the averaged curvature positive. For \(a<0\) its width is not purely thermal: as \(kT\to0\) in this classical formula, \(K\to3bkT/|a|\) and \(C\to|a|/3b\). The trial free energy then tends to \(-a^2/12b\), above the well bottom at \(-a^2/4b\), so a state centred in one well is the better one. In the quantum case at zero temperature \(C=\hbar/(2\sqrt{mK})\), and zero-point motion alone can make \(K\) positive: for \(a=0\), \(K^{3/2}=3b\hbar/(2\sqrt m)\).

The classical case \(a=0\) also shows the cost of a Gaussian. The trial variance is \(kT/K=\sqrt{kT/3b}=0.577\sqrt{kT/b}\). The Boltzmann integral gives

\[
\frac{\int x^2e^{-bx^4/4kT}dx}{\int e^{-bx^4/4kT}dx}=2\,\frac{\Gamma(3/4)}{\Gamma(1/4)}\sqrt{\frac{kT}{b}}=0.676\sqrt{\frac{kT}{b}} .
\]

The trial value is 15% below the classical one.

## Self-consistent does not imply minimal

At a solution the factor \(\langle V''\rangle-K\) vanishes, so only its derivative enters the second derivative:

\[
\frac{\partial^2\mathcal F}{\partial K^2}=\tfrac12C'\left(\tfrac12\langle V''''\rangle C'-1\right).
\]

Since \(C'<0\), the solution is a minimum in \(K\) if \(\tfrac12\langle V''''\rangle C'<1\). The quartic well satisfies this, because \(\langle V''''\rangle=6b>0\) makes the left side negative.

A softening potential can violate it. Take \(V=-1.5\cos x\) with \(\hbar=m=1\), \(kT=0.5\) and \(R=0\). Then \(K=1.5\,e^{-C/2}\) has a solution \(K=1.107\), where the criterion equals 0.23, and another at \(K=0.0925\), where it equals 2.70. Evaluating \(\mathcal F\) at 5% on either side confirms that the first is a local minimum and the second a maximum. The minimum is only local: this potential does not confine, and \(\mathcal F\to-\infty\) as \(K\to0\) because \(F_0\) does. The criterion \(\tfrac12\langle V''''\rangle C'\) is also the factor by which the simple iteration \(K\to\langle V''\rangle\) multiplies a small error, so that iteration is repelled from this maximum. A root finder such as Newton's method can land on it, and a solution found that way should be checked against the free energy. The simple iteration can also be repelled from a minimum, when the factor is below \(-1\). In the classical quartic well the factor is \(3bC'=-(K-a)/K\), which is below \(-1\) for every \(a<0\). The cage example below has a factor of \(-1.2\) at 300 K, so the undamped iteration does not converge there; a damped iteration does.

## The force constant is not the curvature in \(R\)

Let \(\mathcal F(R)\) be the functional already minimized over \(K\). Since \(\partial\mathcal F/\partial K=0\), its slope is \(\langle V'\rangle\). Differentiating again, now letting the width follow \(R\),

\[
\frac{d^2\mathcal F}{dR^2}=\langle V''\rangle+\tfrac12\langle V'''\rangle C'\frac{dK}{dR},\qquad
\frac{dK}{dR}=\langle V'''\rangle+\tfrac12\langle V''''\rangle C'\frac{dK}{dR}.
\]

Solving the second equation for \(dK/dR\) and inserting it,

\[
\frac{d^2\mathcal F}{dR^2}=K+\frac{\tfrac12C'\langle V'''\rangle^2}{1-\tfrac12C'\langle V''''\rangle}.
\]

At a minimum in \(K\) the denominator is positive, so the correction is negative or zero. It vanishes at a symmetric centre, where \(\langle V'''\rangle=0\). For \(V=x^2/2+0.3x^3+0.2x^4\), with \(\hbar=m=1\), \(kT=0.5\) and \(R=0.2\), the force constant is 2.322. The curvature is 2.014, both from this formula and from finite differences of the minimized free energy. The correction can also outweigh \(K\). In the double well \(V=-2x^2+x^4/4\), with \(\hbar=m=1\) and \(kT=0.3\), the minimized free energy is stationary at \(R\approx0.38\), where \(K\approx0.29\) but the curvature is about \(-0.5\). Hence a positive \(K\) alone does not show that a structure is stable against displacement of its centre.

## Many coordinates

Now let \(V_0=\tfrac12(x-R)^{T}\Phi(x-R)\), where \(\Phi\) is any real symmetric positive definite matrix and \(M\) is the diagonal mass matrix. In mass-scaled coordinates the force constants are \(D=M^{-1/2}\Phi M^{-1/2}\). Its eigenvectors are independent oscillators with \(\omega_a^2=\lambda_a\), each with a Gaussian density. Rotating and scaling back gives a joint Gaussian with covariance

\[
C=M^{-1/2}g(D)M^{-1/2},\qquad g(\lambda)=\frac{\hbar}{2\sqrt\lambda}\coth\frac{\hbar\sqrt\lambda}{2kT}.
\]

The one-coordinate steps carry over. Differentiating \(F_0=-kT\ln\mathrm{Tr}\,e^{-\beta H_0}\) under the cyclic trace gives \(dF_0=\langle dH_0\rangle_0=\tfrac12\mathrm{Tr}\,C\,d\Phi\). In the Fourier form of the density, \(k^2C\) becomes \(k^{T}Ck\), so

\[
d\langle V\rangle=\langle\nabla V\rangle\cdot dR+\tfrac12\mathrm{Tr}\left(\langle\partial\partial V\rangle\,dC\right).
\]

With \(\mathcal F=F_0-\tfrac12\mathrm{Tr}\,\Phi C+\langle V\rangle\), the two terms in \(C\,d\Phi\) cancel:

\[
d\mathcal F=\langle\nabla V\rangle\cdot dR+\tfrac12\mathrm{Tr}\left[(\langle\partial\partial V\rangle-\Phi)\,dC\right].
\]

To conclude that the bracket vanishes, \(dC\) must be able to point in every symmetric direction. Let \(S=g(D)\). It commutes with \(D\), so \([dD,S]+[D,dS]=0\). In the eigenbasis of \(D\) this reads \(dD_{ab}(g_b-g_a)+(\lambda_a-\lambda_b)dS_{ab}=0\), or

\[
dS_{ab}=\Gamma_{ab}\,dD_{ab},\qquad \Gamma_{ab}=\frac{g(\lambda_a)-g(\lambda_b)}{\lambda_a-\lambda_b},
\]

with \(\Gamma_{ab}=g'(\lambda_a)\) for equal eigenvalues. In that case, which includes \(a=b\), the commutator reads \(0=0\) and first-order perturbation theory is used instead: in a basis that diagonalizes \(dD\) within the degenerate block, each eigenvalue shifts by \(dD_{aa}\) and \(g\) by \(g'(\lambda_a)\,dD_{aa}\), so \(dS=g'(\lambda_a)\,dD\) on the whole block. Since \(g\) decreases, every \(\Gamma_{ab}\) is negative and none vanishes. Any symmetric \(dC\) can thus be produced by some \(d\Phi\). Choosing \(dC\) proportional to \(A=\langle\partial\partial V\rangle-\Phi\) makes the change of \(\mathcal F\) proportional to \(\mathrm{Tr}A^2\), which must be zero at a minimum. Hence \(A=0\):

\[
\langle\partial_iV\rangle_0=0,\qquad \Phi_{ij}=\langle\partial_i\partial_jV\rangle_0 .
\]

Two conditions were used. First, \(\Phi\) was unrestricted: within a smaller family only \(\mathrm{Tr}(A\,dC)=0\) for the allowed \(dC\) follows. Secondly, \(\Phi\) was positive definite. A free crystal has translations with zero restoring force and infinite variance, which must be removed by fixing the centre of mass.

**A case without symmetry.** Take \(\hbar=1\), masses 1 and 1.7, \(kT=0.5\) and

\[
V=\frac{x^2}{2}+\frac{3y^2}{10}+\frac{xy}{5}+\frac{x^2y}{5}+\frac{x^4+y^4}{10}+1.2\,e^{-(x-0.3)^2-(y+0.2)^2}.
\]

Minimizing \(\mathcal F\) directly over both components of \(R\) and all three of \(\Phi\), without using the stationarity equations, gives \(\Phi_{xx},\Phi_{xy},\Phi_{yy}=1.2631,\,0.1124,\,0.9324\). The averaged second derivatives agree to all these digits. At the same centre the bare second derivatives are \(-0.342,\,-0.133,\,-1.240\), so averaging changes every sign. The minimized \(\mathcal F\) is 1.287, above the value 1.224 from diagonalization on a grid, as the bound demands.

## A guest atom under heat and strain

The guest has the mass of barium, 137.33 u, so \(\hbar^2/m=0.03044\ \mathrm{meV\,Å^2}\). In the soft plane of a rigid cage,

\[
V=\tfrac12a_xx^2+\tfrac12a_yy^2+\tfrac14b(x^2+y^2)^2,\qquad b=3\ \mathrm{eV/Å^4}.
\]

The unstrained curvature is \(-0.10\ \mathrm{eV/Å^2}\). A mismatch strain of \(+0.2\%\) along \(x\) and \(-0.2\%\) along \(y\), with a coefficient of 10 eV/Å² per unit strain, shifts it by \(\mp0.02\), so \(a_x=-0.12\) and \(a_y=-0.08\ \mathrm{eV/Å^2}\).

Differentiating twice gives \(\partial_x^2V=a_x+b(3x^2+y^2)\) and \(\partial_x\partial_yV=2bxy\). At \(R=0\) the mixed average vanishes for a diagonal \(\Phi\), which is therefore consistent with the full matrix equation:

\[
\Phi_x=a_x+b(3C_x+C_y),\qquad \Phi_y=a_y+b(C_x+3C_y).
\]

At 300 K the solution has \(C_x=0.05207\) and \(C_y=0.04958\ \mathrm{Å^2}\). Then

\[
\Phi_x=-0.12+3(0.1562+0.0496)=0.497\ \mathrm{eV/Å^2},
\]
\[
\hbar\omega_x=\sqrt{0.03044\times497.4}\ \mathrm{meV}=3.89\ \mathrm{meV}\quad(0.94\ \mathrm{THz}).
\]

With \(a_x,a_y,b\) held fixed, the temperature dependence is:

| \(T\) (K) | \(\hbar\omega_x\) (meV) | \(\hbar\omega_y\) (meV) | \(\mathcal F-F\) (meV) |
|---|---|---|---|
| 20 | 1.73 | 1.91 | 0.36 |
| 100 | 2.84 | 2.97 | 1.07 |
| 300 | 3.89 | 3.99 | 2.57 |
| 400 | 4.21 | 4.30 | 3.29 |

The mode hardens on heating because a wider density samples more of the quartic wall. The reference \(F\) comes from grid diagonalization at 20 and 100 K. At 300 and 400 K it is the classical free energy plus the leading quantum correction \(\sum_i\hbar^2\langle\partial_i^2V\rangle/(24mkT)\); at 100 K the two references differ by 0.0003 meV. Divided by \(kT\), the excess is 0.21 at 20 K and 0.10 at 300 K. By this measure the Gaussian is a poorer imitation at the lower temperature.

A symmetric centre need not be the best one. At each temperature, direct minimization was also started from \((0.25,0.03)\) and \((0.03,0.25)\) Å, and neither start reached a free energy below the centred solution. This is a finite search, not a proof.

**Strain splitting.** Subtracting the two equations gives \(\delta\Phi=\delta a+2b(C_x-C_y)\), where \(\delta\) means the \(x\) value minus the \(y\) value. For a small splitting \(C_x-C_y\simeq C'\delta\Phi\), so

\[
\delta\Phi\simeq\frac{\delta a}{1-2bC'} .
\]

At 300 K, \(C'\simeq-kT/\Phi^2=-0.02585/0.510^2=-0.0994\ \mathrm{Å^4/eV}\). The denominator is 1.60, and the bare splitting of \(-0.040\) shrinks to \(-0.025\ \mathrm{eV/Å^2}\), as in the full solution. The softer direction acquires the larger variance and hence the larger quartic stiffening, which offsets part of the strain.

## What the trial state leaves out

At 300 K the classical Boltzmann variances are 0.0610 and 0.0569 Å². The trial values are 15% and 13% below them.

Two effective quanta can be formed from the classical density: \(\hbar\sqrt{kT/m\langle x^2\rangle}=3.59\) meV and \(\hbar\sqrt{\langle\partial_x^2V\rangle/m}=4.27\) meV. For a harmonic oscillator they coincide. Here they differ by 0.7 meV, with the trial 3.89 meV between them, so a single sharp frequency cannot represent both the width and the mean curvature.

Nor is the trial quantum a spacing between energy levels. The first gap of this potential is 0.82 meV, while the quantum of the centred trial state tends to 1.09 meV as \(T\to0\). At 20 K, where \(kT\) is twice the gap, several levels are occupied and the \(x\) transitions spread over several lines, the strongest at 0.82, 1.20 and 1.53 meV. Their mean, weighted by \((p_n-p_m)|x_{nm}|^2\) with \(p_n\) the level populations, is 1.6 meV, so the trial value of 1.73 meV is closer to an average over lines than to the first gap. The ground level lies 0.16 meV above the cage centre. The two minima at \(x=\pm0.2\) Å are joined around the ring by saddles \(a_y^2/4b=0.53\) meV below the centre. The ground level is above these saddles, but it includes zero-point energy across the path, so that alone does not exclude tunnelling. The level pattern does: the next two levels lie 0.82 and 1.24 meV above the ground level, without the close pair that tunnelling between isolated wells would give.

The real counterpart is a guest in a germanium clathrate, a thermoelectric crystal built of cages. Guest modes of a few meV are the right rough size there. The negative curvature is less typical of barium, which sits near the cage centre; smaller guests such as europium are displaced by some tenths of an ångström. The strain coefficient is a round assumption. Real cages also move: if 24 germanium atoms recoiled as a free rigid body, the inverse mass would grow by \(137.33/1743\) and \(\hbar\omega_x\) by 3.9%. Out-of-plane motion with bare stiffness 1 eV/Å² and the same isotropic quartic term raises it by 2.5%. An expansion of 0.1% between 300 and 400 K, with the same strain coefficient applied to both axes, lowers the 400 K value by 0.4%. For these parameters each shift is smaller than the 8% hardening between those temperatures, but mixing with the cage's acoustic waves is not included in any of them. The 8% itself depends on the small bare curvature assumed here and is not a prediction for barium: an unstrained curvature of \(+0.40\ \mathrm{eV/Å^2}\), with the same strain (\(a_x=0.38\), \(a_y=0.42\ \mathrm{eV/Å^2}\)) and \(b=0.57\ \mathrm{eV/Å^4}\), gives the same 3.89 meV at 300 K but a hardening of only 3%. That is smaller than the recoil shift, although recoil moves the frequency by nearly the same factor at both temperatures and so changes its value rather than its hardening.

The numerical output below lists the main results of the worked examples.

## Computed results

```
MODEL TESTS (dimensionless, hbar = 1)
level-summed density minus Gaussian, max: 3.3e-16
two-coordinate minimum: R = -0.0988, -0.0137
  Phi xx, xy, yy by minimisation: 1.26310, 0.11236, 0.93235
  averaged Hessian xx, xy, yy:    1.26310, 0.11236, 0.93235
  bare Hessian at R, xx, xy, yy:  -0.34215, -0.13328, -1.23986
  trial and grid free energy: 1.28689, 1.22421
off-minimum dF, numerical and formula: -0.229734, -0.229734
cosine: K = 0.0925 is a maximum, criterion 2.704
cosine: K = 1.1073 is a minimum, criterion 0.231
cubic-quartic well at R = 0.2: Phi = 2.3220
  curvature in R, numerical and formula: 2.0143, 2.0143
CAGE EXAMPLE
guest mass 137.33 u, hbar^2/m = 0.03044 meV A^2
a0 = -0.1 eV/A^2, b = 3.0 eV/A^4, strain = 0.2 %
strain coefficient = 10.0 eV/A^2 per unit strain
bare ax, ay = -0.120, -0.080 eV/A^2
T = 20 K: kT = 1.723 meV
  Phi x, y = 0.0983, 0.1196 eV/A^2; C x, y = 0.01897, 0.01585 A^2
  hbar omega x, y = 1.730, 1.908 meV
  F trial, reference, excess = -1.486, -1.848, 0.363 meV
T = 100 K: kT = 8.617 meV
  Phi x, y = 0.2653, 0.2892 eV/A^2; C x, y = 0.03278, 0.03009 A^2
  hbar omega x, y = 2.842, 2.967 meV
  F trial, reference, excess = -24.602, -25.671, 1.069 meV
T = 300 K: kT = 25.852 meV
  Phi x, y = 0.4974, 0.5224 eV/A^2; C x, y = 0.05207, 0.04958 A^2
  hbar omega x, y = 3.891, 3.988 meV
  F trial, reference, excess = -112.732, -115.301, 2.569 meV
T = 400 K: kT = 34.469 meV
  Phi x, y = 0.5830, 0.6083 eV/A^2; C x, y = 0.05920, 0.05674 A^2
  hbar omega x, y = 4.213, 4.303 meV
  F trial, reference, excess = -164.301, -167.586, 3.285 meV
reference methods differ at 100 K by -0.00026 meV
300 K splitting: bare -0.0400, Phi -0.02505, first order -0.02505 eV/A^2
NEGLECTED EFFECTS (300 K unless stated)
classical exact variance x, y = 0.06100, 0.05691 A^2
trial variance error x, y = -14.6, -12.9 %
classical x frequency moments, low and high = 3.592, 4.273 meV
out-of-plane motion, az = 1.0 eV/A^2: <z^2> = 0.01790 A^2
  shift of hbar omega x = 2.5 %
free rigid cage of 1743 u: shift of hbar omega x = 3.9 %
expansion strain 0.1 % (300 to 400 K): shift at 400 K = -0.4 %
well depth below centre = 1.200 meV
ground level from centre = 0.163 meV; first gap = 0.816 meV
```
